# Separating lanthanide and relativistic 6s contraction in hafnium and gold

## Problem

The 6s orbital of an element after the lanthanides is compact for two reasons. The filling of 4f was accompanied by fourteen extra protons, which the 4f electrons shield incompletely, and relativity contracts s orbitals. The pseudo-atom construction separates the two by removing the 4f¹⁴ shell together with fourteen protons. The result is a neutral pseudo-atom with the other occupations unchanged:

- Hf, \(Z=72\), [Xe]4f¹⁴5d²6s², becomes \(Z=58\), [Xe]5d²6s².
- Au, \(Z=79\), [Xe]4f¹⁴5d¹⁰6s¹, becomes \(Z=65\), [Xe]5d¹⁰6s¹.

These configurations are imposed; they are not the ground states of the elements with \(Z=58\) and \(Z=65\).

Let \(r\) with two subscripts denote the mean radius of 6s: first P (pseudo) or R (real), then N (non-relativistic) or D (Dirac). Three of the four values, computed by the method of the solution below, are given in angstrom:

| | \(r_{PN}\) | \(r_{RN}\) | \(r_{PD}\) |
|---|---:|---:|---:|
| Hf | 2.354 | 2.029 | 2.243 |
| Au | 2.072 | 1.809 | 1.874 |

(a) Estimate \(r_{RD}\) by scaling. (b) Find it from the self-consistent equations. (c) Divide the total contraction between the two effects, and say how far the division is unique. (d) Decide whether incomplete shielding by 4f, with the rest of the potential held fixed, accounts for the size of the lanthanide contraction.

Differences quoted below are taken before rounding, so a last digit may differ by one from that obtained with the rounded entries. Atomic units are used in the algebra.

## First estimate by scaling

For an electron in a central potential \(V\), with energy \(\varepsilon\) measured without the rest energy, the radial Dirac equations are

\[
VP+c\left(-Q'+\frac{\kappa}{r}Q\right)=\varepsilon P,
\]
\[
c\left(P'+\frac{\kappa}{r}P\right)+(V-2c^2)Q=\varepsilon Q .
\]

Here \(P\) and \(Q\) are the large and small components, and \(\kappa=-1\) for s states. To see how relativity depends on nuclear charge, suppose that the potential has the form \(V=Z^2v(\rho)\) with \(r=\rho/Z\). Put \(\varepsilon=Z^2w\) and \(Q=(Z/c)q\). Since \(d/dr=Z\,d/d\rho\), division of the first equation by \(Z^2\) and of the second by \(cZ\) gives

\[
vP-\frac{dq}{d\rho}+\frac{\kappa}{\rho}q=wP,
\]
\[
\frac{dP}{d\rho}+\frac{\kappa}{\rho}P=
\left[2+\frac{Z^2}{c^2}(w-v)\right]q .
\]

The speed of light enters through \((Z/c)^2\). The same holds for the density \(P^2+(Z/c)^2q^2\). To leading order the fractional change of a mean radius is therefore \(-A(Z/c)^2\), where \(A\) depends on the shape \(v\) and on the state.

A neutral atom and its pseudo-atom do not have potentials of the same shape. The estimate consists in ignoring this and using the same \(A\) for both. Define the relativistic shifts

\[
R_P=r_{PD}-r_{PN},\qquad R_R=r_{RD}-r_{RN}.
\]

Then

\[
\frac{R_R}{r_{RN}}\approx s\,\frac{R_P}{r_{PN}},\qquad
s=\left(\frac{Z}{Z-14}\right)^2 .
\]

For Hf, \(s=1.541\) and \(R_P=-0.111\) Å, so

\[
R_R\approx-0.111\times1.541\times\frac{2.029}{2.354}
=-0.147\ \text{Å},
\]

and \(r_{RD}\approx1.881\) Å. For Au, \(s=1.477\) and \(R_P=-0.198\) Å, so

\[
R_R\approx-0.198\times1.477\times\frac{1.809}{2.072}
=-0.255\ \text{Å},
\]

and \(r_{RD}\approx1.554\) Å.

The difference \(X=R_R-R_P\) measures the failure of the two effects to add. The estimate gives \(X\approx-0.036\) Å for Hf and \(-0.057\) Å for Au. Within the estimate, its sign has a simple origin. The real atom has the smaller non-relativistic radius, which by itself would reduce the absolute shift, but the factor \(s\) more than compensates. The protons that cause the lanthanide contraction also strengthen relativity.

## Solution

### The self-consistent equations

The atoms are treated as spherical and spin-unpolarised, with point nuclei and Kohn–Sham local exchange. For radial electron density \(D(r)\), normalised to the number of electrons, the volume density is \(n=D/(4\pi r^2)\). The potential is

\[
V=-\frac Zr+\frac1r\int_0^rD(s)\,ds+\int_r^\infty\frac{D(s)}s\,ds+v_x .
\]

The exchange energy is \(E_x=-\tfrac34(3/\pi)^{1/3}\int n^{4/3}d^3r\). Its functional derivative multiplies the integrand by \(\tfrac43\) and lowers the power by one:

\[
v_x=-\left(\frac{3n}{\pi}\right)^{1/3}.
\]

The same functional is used with and without relativity. In the Dirac calculation the electrons of a subshell are divided between its two \(j\) levels in proportion to \(2j+1\).

As \(c\to\infty\), the second Dirac equation gives \(Q=(P'+\kappa P/r)/(2c)\). Substitution in the first gives

\[
\begin{aligned}
\varepsilon P&=VP+\frac12\left(-\frac d{dr}+\frac\kappa r\right)
\left(P'+\frac\kappa rP\right)\\
&=VP-\frac12P''+\frac{\kappa(\kappa+1)}{2r^2}P .
\end{aligned}
\]

The terms in \(P'\) cancel; the derivative of \(1/r\) supplies the \(+\kappa\) in \(\kappa^2+\kappa\). Both \(\kappa=l\) and \(\kappa=-l-1\) give \(\kappa(\kappa+1)=l(l+1)\), so this is the radial Schrödinger equation.

For the numerical solution, write \(D_\kappa=d/dr+\kappa/r\) and expand

\[
P=\sum_i a_iu_i,\qquad Q=\frac1{2c}\sum_i b_iD_\kappa u_i .
\]

The small component then has the correct non-relativistic limit when \(b=a\). Define the matrices

\[
S_{ij}=\langle u_i|u_j\rangle,\qquad
T_{ij}=\tfrac12\langle D_\kappa u_i|D_\kappa u_j\rangle,
\]
\[
V_{ij}=\langle u_i|V|u_j\rangle,\qquad
W_{ij}=\langle D_\kappa u_i|V|D_\kappa u_j\rangle .
\]

Project the first Dirac equation on \(u_i\). Integration by parts moves \(-d/dr+\kappa/r\) from \(Q\) to \(D_\kappa\) on \(u_i\), with no boundary term because \(u_i\) vanishes at both ends. Project the second on \(D_\kappa u_i/(2c)\). The result is

\[
Va+Tb=\varepsilon Sa,
\]
\[
Ta+\left(\frac W{4c^2}-T\right)b=\varepsilon\frac{T}{2c^2}b .
\]

The 6s orbital is the sixth state above the negative-energy states for \(\kappa=-1\). The non-relativistic problem is \((T+V)a=\varepsilon Sa\). The functions \(u_i\) are B-splines of degree seven on 46 intervals, graded towards the nucleus, in a sphere of radius 40 bohr. The density and potential are iterated to self-consistency.

The missing radii are

\[
r_{RD}=1.846\ \text{Å (Hf)},\qquad
r_{RD}=1.533\ \text{Å (Au)} .
\]

The 6s eigenvalues, in eV, are:

| | PN | RN | PD | RD |
|---|---:|---:|---:|---:|
| Hf | −3.04 | −3.67 | −3.31 | −4.38 |
| Au | −2.85 | −3.50 | −3.51 | −5.07 |

These are Kohn–Sham eigenvalues in this approximation, not ionization energies.

### Dividing the contraction

Define the lanthanide shifts without and with relativity:

\[
L_N=r_{RN}-r_{PN},\qquad L_D=r_{RD}-r_{PD}.
\]

There are two ways from PN to RD. Adding 4f and the protons first gives \(L_N+R_R\); switching on relativity first gives \(R_P+L_D\). Equating the two totals gives

\[
R_R-R_P=L_D-L_N=X,
\]

and hence

\[
r_{RD}-r_{PN}=L_N+R_P+X .
\]

The computed values, in angstrom, are:

| | \(L_N\) | \(L_D\) | \(R_P\) | \(R_R\) | \(X\) |
|---|---:|---:|---:|---:|---:|
| Hf | −0.326 | −0.397 | −0.111 | −0.183 | −0.072 |
| Au | −0.263 | −0.342 | −0.198 | −0.276 | −0.078 |

Because \(X\neq0\), the size assigned to each effect depends on the order. For Hf the lanthanide contribution is larger in both orders: 0.326 against 0.183 Å, or 0.397 against 0.111 Å. For Au the order changes the verdict. With 4f added first, relativity is slightly larger, 0.276 against 0.263 Å. With relativity first, the lanthanide contribution is larger, 0.342 against 0.198 Å.

If neither order is to be preferred, one may average them. This convention gives each effect half of \(X\):

\[
\bar L=\frac{L_N+L_D}{2}=L_N+\frac X2,\qquad
\bar R=\frac{R_P+R_R}{2}=R_P+\frac X2 .
\]

For Hf, with a total of \(-0.508\) Å,

\[
\bar L=-0.361\ \text{Å}\;(-0.68\ \text{bohr}),\quad
\bar R=-0.147\ \text{Å}\;(-0.28\ \text{bohr}).
\]

For Au, with a total of \(-0.540\) Å,

\[
\bar L=-0.302\ \text{Å}\;(-0.57\ \text{bohr}),\quad
\bar R=-0.237\ \text{Å}\;(-0.45\ \text{bohr}).
\]

The ratio \(\bar R/\bar L\) rises from 0.41 in Hf to 0.78 in Au. Subtraction shows what decides the averaged comparison:

\[
\bar R-\bar L=R_P-L_N=r_{PD}-r_{RN}.
\]

The fourth corner has dropped out. The averaged lanthanide effect is larger in Au because the non-relativistic real atom, at 1.809 Å, has a smaller 6s orbital than the relativistic pseudo-atom, at 1.874 Å.

The answer also depends on the property. Applied to the eigenvalue of Au, the same averaging gives \(-1.10\) eV for the lanthanide effect and \(-1.11\) eV for relativity, which are practically equal. The non-additive term is \(-0.92\) eV, larger in magnitude than either effect acting without the other, \(-0.64\) and \(-0.66\) eV. The near-equality of the two averages belongs to this potential: if its tail is replaced by \(-1/r\) to remove the long-range self-interaction, they become about \(-1.2\) and \(-1.0\) eV, and the lanthanide effect leads as it does for the radius. A statement that one effect dominates in gold therefore needs a property, a convention and a model.

### What incomplete shielding does

Let \(f(r)\) be the radial density of the fourteen 4f electrons, with \(\int_0^\infty f\,ds=14\). Before anything else responds, the fourteen protons and the Coulomb repulsion of these electrons change the potential by

\[
\begin{aligned}
\Delta V(r)&=-\frac{14}{r}+\frac1r\int_0^rf(s)\,ds
+\int_r^\infty\frac{f(s)}s\,ds\\
&=-\int_r^\infty\left(\frac1r-\frac1s\right)f(s)\,ds\le0 .
\end{aligned}
\]

The second line follows on writing \(14=\int_0^rf\,ds+\int_r^\infty f\,ds\). Outside the 4f shell the shielding is complete and \(\Delta V\) vanishes. Inside it the extra attraction remains, and near the nucleus it grows as \(-14/r\).

Switch this potential on as \(h_x=h_0+x\Delta V\), with \(0\le x\le1\). For a normalised eigenstate \(\psi_x\),

\[
\begin{aligned}
\frac{d\varepsilon}{dx}
&=\langle\psi_x|\Delta V|\psi_x\rangle
+\varepsilon\frac{d}{dx}\langle\psi_x|\psi_x\rangle\\
&=\langle\psi_x|\Delta V|\psi_x\rangle<0 .
\end{aligned}
\]

The terms containing \(d\psi_x/dx\) combine into the derivative of the norm, which is zero. The 6s eigenvalue must fall. This argument does not fix the change of the mean radius, which has to be computed.

To do so, \(f\) is taken from the non-relativistic real atom, \(\Delta V\) is added to the fixed potential of the pseudo-atom, and the 6s equation is solved again. The fixed potential includes the field of the original 6s density as well as that of the other shells:

| | Hf | Au |
|---|---:|---:|
| Radius in pseudo-atom (Å) | 2.354 | 2.072 |
| Radius in the fixed potential with \(\Delta V\) (Å) | 1.286 | 1.168 |
| Radius in real atom (Å) | 2.029 | 1.809 |
| Energy shift, fixed potential with \(\Delta V\) (eV) | −10.1 | −9.6 |
| Energy shift, self-consistent (eV) | −0.63 | −0.64 |

With the rest of the potential fixed, incomplete shielding gives the right direction but far too large an effect. In the non-relativistic real atoms only 0.57% (Hf) and 0.51% (Au) of the 6s probability lies inside the mean 4f radius, which is 0.345 Å in Hf and 0.258 Å in Au. These figures describe the real atoms. The energy shift in the fixed potential is instead the integral of \(\langle\psi_x|\Delta V|\psi_x\rangle\) over \(x\), taken with orbitals that end at a much smaller radius, and it has not been divided here between regions inside and outside the 4f radius.

The fixed-potential calculation also omits the exchange potential due to \(f\). That omission cannot explain the excess: adding density makes \(v_x\) more negative and would lower the level further. The reduction must come from the rearrangement of the other shells and of 6s itself. For the inner shells, the electrostatic direction can be understood from the potential of a spherical shell of unit charge at radius \(s\), which is \(1/\max(r,s)\). Moving that shell inward raises its repulsive potential for \(r<s\) and never lowers it elsewhere. Inner shells drawn in by the added protons therefore shield 6s more effectively. The contributions of the individual shells, and of 6s itself, have not been separated here.

The answer to (d) is therefore no. The lanthanide contraction of 6s is what remains of a large attraction after a large compensating response: about 30% of the fixed-potential contraction of the radius, and 6 to 7% of the fixed-potential energy shift.

### Direct and indirect relativity

A similar separation can be made for relativity. Solving the Dirac equation for 6s in the fixed non-relativistic potential of the real atom gives 1.765 Å for Hf and 1.468 Å for Au. The direct shifts are

\[
1.765-2.029=-0.264\ \text{Å},\qquad
1.468-1.809=-0.341\ \text{Å}.
\]

The self-consistent shifts are smaller in magnitude, \(-0.183\) and \(-0.276\) Å. The net response of the atom thus expands 6s by about 0.08 Å in Hf and 0.06 Å in Au. This response combines all the changes in the other shells and in 6s itself; the calculation gives their sum.

## Comparison

The scaling estimate and the self-consistent solution give, in angstrom:

| | Scaling | Solution |
|---|---:|---:|
| Hf, \(r_{RD}\) | 1.881 | 1.846 |
| Hf, \(X\) | −0.036 | −0.072 |
| Au, \(r_{RD}\) | 1.554 | 1.533 |
| Au, \(X\) | −0.057 | −0.078 |

The estimated radii are too large by about 2% in Hf and 1% in Au, relative to the solution. This agreement flatters the estimate, since most of each radius was supplied as data. The non-additive term is the more severe comparison: scaling yields about half of it in Hf and about three quarters in Au.

The source of the discrepancy is visible in the fractional relativistic shifts. From pseudo-atom to real atom they grow from 4.7% to 9.0% in Hf and from 9.6% to 15.3% in Au. The growth factors are 1.91 and 1.60, whereas \(s\) is 1.54 and 1.48. The coefficient \(A\) is therefore not common to the two atoms, or higher powers of \((Z/c)^2\) contribute. The four corners do not separate these possibilities.

The scaling argument gives the right sign of \(X\), but it is not a general law for 6s: between the two pseudo-atoms \(Z^2\) grows by a factor of 1.26, while the fractional shift doubles, from 4.7% to 9.6%. Nor can the argument predict \(L_N\), which was part of the data.

The solution has limits of its own. It omits electron correlation, the Breit interaction, quantum-electrodynamic corrections, nuclear size and multiplet structure, and local exchange leaves a self-interaction error. The values of \(\bar L\) and \(\bar R\) belong to this model and to the averaging convention. In Au, adding local correlation lowers \(r_{RD}\) by about 0.03 Å, and imposing a \(-1/r\) tail raises it by about 0.14 Å; \(\bar L\) then lies between about \(-0.28\) and \(-0.36\) Å and \(\bar R\) between about \(-0.21\) and \(-0.28\) Å, while the rankings found above for the radius are unchanged. The case of gold is the more sensitive one, since there the order of the two steps already decides which contribution is larger.
